Renormalization of vector, scalar and tensor bilinears in QED

A charged lepton can be probed in several ways. An electric potential couples to its vector current ψ̄γ^μψ, a small change of its mass couples to the scalar density ψ̄ψ, and an anomalous magnetic coupling involves the tensor current ψ̄σ^{μν}ψ, with σ^{μν} = (i/2)[γ^μ,γ^ν]. At tree level these are three matrices between the same two spinors. Virtual photons distinguish them: charge conservation forbids a multiplicative renormalization of the vector current, which acquires a scale dependence only by mixing with the photon field, while the other two are rescaled by factors that depend on the scale at which they are defined.

Take QED with one lepton and units ħ = c = 1. With D = ∂ + ieA, and bare quantities marked by a subscript zero, the Lagrangian is

L = −¼F₀² − (∂·A₀)²/(2ξ₀) + ψ̄₀(i∂̸ − e₀A̸₀ − m₀)ψ₀.

Loops are regulated in d = 4 − 2ε dimensions, which preserves gauge invariance. The renormalized quantities are defined by

ψ₀ = Z₂^{1/2}ψ, A₀ = Z₃^{1/2}A, m₀ = Z_m m.

The Z factors contain only poles in ε (the MS-bar scheme, with the usual constants absorbed in the scale μ) and do not depend on m. For a bilinear O₀ = ψ̄₀Γψ₀ write

O₀ = Z_O[O]_R + mixing.

The statement that the scalar factor is the inverse of Z_m refers to this convention; defining Z_O on the other side would invert it.

The possible mixings follow from dimension and symmetry. Each bilinear has dimension three in four dimensions, so its divergences are local operators of dimension at most three, with powers of m making up the difference. They must be gauge invariant and have the same Lorentz, parity and charge-conjugation properties. Besides the bilinear itself this leaves ∂_νF^{νμ} for the vector current, m³ times the identity for the scalar density, and mF^{μν} for the tensor current. The identity drops out of connected matrix elements. The photon terms do not, so a massive lepton's tensor current has photon mixing as well.

For the vector current J₀^μ = ψ̄₀γ^μψ₀, change variables in the path integral by ψ₀ → e^{iθ(x)}ψ₀. The kinetic term changes the action by −∫J₀^μ∂_μθ = ∫θ∂_μJ₀^μ. Since the integral cannot depend on its variable names, this change cancels that of the external fields:

i∂_μ⟨TJ₀^μ(x)ψ₀(y)ψ̄₀(z)⟩ + i[δ(x−y) − δ(x−z)]⟨Tψ₀(y)ψ̄₀(z)⟩ = 0.

Dividing by iZ₂ replaces the external fields by renormalized ones:

∂_μ⟨TJ₀^μ(x)ψ(y)ψ̄(z)⟩ = [δ(x−z) − δ(x−y)]⟨Tψ(y)ψ̄(z)⟩.

The right side is finite. On the left, insert J₀^μ = Z_V[J^μ]_R + C∂_νF^{νμ}. The second term has zero divergence because F is antisymmetric. Hence Z_V multiplies a finite, nonzero function to give a finite function, and Z_V is finite. A factor consisting of 1 plus poles can be finite only if

Z_V = 1.

This holds to all orders of perturbation theory, but it leaves C undetermined.

To find C, the renormalization of the charge is needed. Let K(p) = p̸ − m₀ − Σ(p) be the inverse propagator, with S = i/K, and let V^μ be the one-particle-irreducible vertex of J₀^μ. In momentum space the identity reads iq_μS(p+q)V^μS(p) = S(p+q) − S(p). Diagrams in which the current first turns into a photon are transverse and do not contribute to it. Removing the propagators gives

q_μV^μ(p+q,p) = K(p+q) − K(p).

Since Z₂K is finite, so is Z₂q_μV^μ. An overall divergence of V^μ is a constant times γ^μ, so Z₂V^μ itself is finite. The renormalized photon vertex is Z₂Z₃^{1/2}e₀V^μ, and therefore e₀Z₃^{1/2} is finite: e₀ = μ^εZ₃^{-1/2}e. Transversality of the vacuum polarization also leaves the gauge-fixing term uncorrected, so ξ₀ = Z₃ξ.

Varying the action with respect to A₀ gives

δS/δA₀_μ = ∂_νF₀^{νμ} + ξ₀^{-1}∂^μ∂·A₀ − e₀J₀^μ,

where S now denotes the action. Inside a Green function the left side acts as i times a derivative with respect to the external photon fields, which is a contact term. Solve for J₀^μ and use 1/e₀ = μ^{-ε}Z₃^{1/2}/e. The field term acquires Z₃^{1/2}Z₃^{1/2} = Z₃, the gauge term Z₃/(Z₃ξ) = 1/ξ, and the contact term Z₃^{1/2}Z₃^{-1/2} = 1:

J₀^μ = μ^{-ε}e^{-1}[Z₃∂_νF^{νμ} + ξ^{-1}∂^μ∂·A − δS/δA_μ].

Everything in the bracket is finite except the factor Z₃. The finite current is therefore

J_R^μ = J₀^μ + μ^{-ε}(1−Z₃)e^{-1}∂_νF^{νμ}.

This is the photon mixing, and its coefficient is fixed by Z₃.

The lowest-order Z₃ can be found from the response of the vacuum to a static potential φ = φ_q e^{iq·x} + c.c. The potential lifts a filled negative-energy state of momentum k to a positive-energy state of momentum k ± q. Second-order perturbation theory lowers the energy per volume by e²|φ_q|²χ, where

χ = 2∫d³k/(2π)³ [1 − (k·k′+m²)/(EE′)]/(E+E′), k′ = k+q.

The square bracket is the squared spinor overlap summed over spins, tr P₊(k′)P₋(k), with P± = (1±H/E)/2. The factor 2 counts the two signs of q. For large k the bracket is 1 − cosθ ≈ q_⊥²/(2k²), where θ is the angle between k and k′. The angular average of q_⊥² is 2q²/3, and the energy denominator is 2k, so

χ ≈ 2·(1/2π²)∫k²dk · q²/(3k²) · 1/(2k) = (q²/6π²)∫dk/k.

The Maxwell Lagrangian of this potential is q²|φ_q|² per volume. The vacuum multiplies it by 1 + e²χ/q², whose logarithmic part for a momentum cutoff K is (4πα/6π²)lnK = (α/3π)lnK², with α = e²/4π. In dimensional regularization ∫dk k^{-1-2ε} gives 1/(2ε) where the cutoff gives lnK, so lnK² corresponds to 1/ε. The product Z₃(1+e²χ/q²) must be finite:

Z₃ = 1 − α/(3πε) + O(α²).

Since e₀² = μ^{2ε}e²/Z₃ does not depend on μ,

μ dα/dμ = −2εα + 2α²/(3π) + O(α³).

The mixing makes J_R depend on μ. Written in bare quantities, the added term is (Z₃^{-1} − 1)∂_νF₀^{νμ}/e₀. Only Z₃^{-1} = 1 + α/(3πε) varies, and the term −2εα in the flow of α cancels the pole:

μ dJ_R^μ/dμ = −(2α/3π)∂_νF^{νμ}/e at leading order.

With a massless photon this has a visible effect even at zero momentum transfer, because a charge has a long-range field. Between physical one-lepton states the gauge and contact terms vanish, and at ε = 0 the current is J_R^μ = ∂_ν(eF^{νμ})/e². The product eF = e₀F₀ is independent of μ, and the distant field of the lepton fixes its strength as e_phys² times the unit charge. Thus

forward matrix element of J_R = α_phys/α(μ) times the unit charge.

A renormalization in which e is the physical charge would restore the unit value.

The scalar density is protected in another way. The action contains −m₀ψ̄₀ψ₀, so for any product X of renormalized fields

m₀∂⟨X⟩/∂m₀ = −i∫d^dx ⟨T m₀ψ̄₀ψ₀(x)X⟩_connected,

at fixed e₀. Because Z₂, Z₃ and Z_m do not depend on m, the derivative m₀∂/∂m₀ equals m∂/∂m at fixed α and μ, and it commutes with the field factors in X. The left side is then the mass derivative of a finite function. So m₀ψ̄₀ψ₀ is finite at zero momentum transfer. A divergence appearing only at nonzero transfer would have to be a total derivative of a gauge-invariant operator of dimension at most two. The one candidate, F^{μν}, would need two derivatives to form a scalar, which exceeds dimension three, and ∂_μ∂_νF^{μν} vanishes in any case. Dividing by m,

Z_mψ̄₀ψ₀ = [ψ̄ψ]_R, or Z_S = 1/Z_m,

to all orders, up to the identity operator. In a scheme where Z_m depends on m, the step m₀∂/∂m₀ = m∂/∂m fails, although the product m₀ψ̄₀ψ₀ remains finite.

No such identity fixes the tensor current, so its factor has to be calculated. The divergent part of the one-photon vertex correction comes from loop momenta k far above the external momenta and m. Two photon vertices −ieγ, two propagators ik̸/k² and the photon propagator −i[g_{αβ} − (1−ξ)k_αk_β/k²]/k² have the common factor (−ie)²i²(−i) = −ie². Since k̸k̸ = k²,

Λ_Γ = −ie²∫d^dk/(2π)^d [γ^αk̸Γk̸γ_α/k⁶ − (1−ξ)Γ/k⁴].

Averaging over directions replaces k_ρk_σ by k²g_{ρσ}/4, up to terms that do not affect the pole. Define c by γ^ρΓγ_ρ = cΓ. For the scalar, c = 4. For the vector, moving γ_ρ through γ^μ gives 2γ^μ − 4γ^μ, so c = −2. For two matrices,

γ^ργ^μγ^νγ_ρ = 2γ^νγ^μ − γ^ργ^μγ_ργ^ν = 2γ^νγ^μ + 2γ^μγ^ν = 4g^{μν},

whose antisymmetric part is zero, so the tensor has c = 0. The first term in Λ_Γ contains this contraction twice and becomes (c²/4)Γ/k⁴.

Rotating k⁰ to the imaginary axis gives d^dk = i d^dk_E. The four-dimensional measure is k³dk/(8π²), so the ultraviolet part of ∫d^dk/(2π)^d k^{-4} is i/(16π²ε). With −ie²·i/(16π²ε) = α/(4πε),

Λ_Γ = (α/4πε)(c²/4 − 1 + ξ)Γ + finite.

The bracket is 3+ξ for the scalar, ξ for the vector and ξ−1 for the tensor. At q → 0 the vector identity reads V^μ = ∂K/∂p_μ, so Z₂ must cancel the vector pole: Z₂ = 1 − ξα/(4πε). Likewise −∂K/∂m₀ is the scalar vertex, so the mass term of Z₂K is −m₀Z₂[1 + (3+ξ)α/(4πε)] up to finite corrections. Its finiteness gives

Z_m = 1 − 3α/(4πε).

For any of the bilinears, the amputated vertex with renormalized fields is Z₂(Γ + Λ_Γ), and it equals Z_O times a finite function. The gauge parameter cancels:

Z_O = 1 + (α/4πε)(c²/4 − 1) + O(α²).

Explicitly, Z_S = 1 + 3α/(4πε) = 1/Z_m to this order, Z_V = 1 and Z_T = 1 − α/(4πε). Since O₀ is independent of μ, and leaving mixing aside,

μ d ln[O]_R/dμ = −μ d ln Z_O/dμ = −(1/4πε)(c²/4 − 1)(−2εα) = (α/2π)(c²/4 − 1).

The results are +3α/(2π) for the scalar, zero for the vector and −α/(2π) for the tensor. The scalar and tensor values are lowest-order results, while the vector's zero holds to all orders. The negative sign for the tensor means that, for fixed bare operators and apart from the photon mixing found below, the renormalized tensor current decreases in magnitude as μ rises. The mass obeys μ d ln m/dμ = −3α/(2π), so m[ψ̄ψ]_R does not run, apart from its mixing with the identity operator.

These logarithms were tested at zero momentum transfer and a spacelike (Euclidean) external momentum of magnitude m, p² = −m², by direct integration with a Pauli–Villars photon mass M in place of dimensional regularization. In units of α/(2π), the slopes in lnM after subtraction of the wave-function part are 3.0000, 0.0000 and −1.0000 for scalar, vector and tensor, in each of the gauges ξ = 0, 1 and 3.

It remains to find the tensor's photon mixing. In a constant weak field, the closed lepton loop gives

⟨ψ̄σ^{μν}ψ⟩ = −tr[σ^{μν} i(iD̸−m)^{-1}] at coincident points.

Multiply numerator and denominator by iD̸+m. Since γ^μγ^ν = g^{μν} − iσ^{μν} and [D_μ,D_ν] = ieF_{μν}, the square is D̸² = D² + (e/2)σ^{αβ}F_{αβ}, and

(iD̸−m)^{-1} = (iD̸+m)[−D² − m² − (e/2)σ^{αβ}F_{αβ}]^{-1}.

The iD̸ term leaves an odd number of gamma matrices and has zero trace. In the m term, contributions without a second σ vanish because tr σ^{μν} = 0. To first order in F the inverse therefore supplies (e/2)σ^{αβ}F_{αβ}/(k²−m²)². With tr[σ^{μν}σ^{αβ}]F_{αβ} = 8F^{μν},

⟨ψ̄σ^{μν}ψ⟩ = −4iemF^{μν}∫d^dk/(2π)^d (k²−m²)^{-2}.

After the rotation to Euclidean momentum the integral is iΓ(ε)m^{-2ε}/(4π)^{2−ε}. In MS-bar, with its factor of μ, this is (i/16π²)[1/ε + ln(μ²/m²)] as ε → 0, so

⟨ψ̄σ^{μν}ψ⟩ = (m/4π²)eF^{μν}[1/ε + ln(μ²/m²)].

Removing the pole leaves a logarithm whose derivative with respect to lnμ is 2. The complete leading-order equation is

μ d[T^{μν}]_R/dμ = −(α/2π)[T^{μν}]_R + (m/2π²)eF^{μν}.

A magnetic field B along the third axis shows where the mixing comes from. Here σ^{12} = Σ₃, so ψ̄σ^{12}ψ = ψ†γ⁰Σ₃ψ. With F_{12} = −B the spin term above is (e/2)σ^{αβ}F_{αβ} = −eBΣ₃, and for eB > 0 the squared equation gives E² = k² + m² + (2n+1)eB − eBΣ₃, with k the momentum along the field and n = 0, 1, 2, … The lowest Landau level therefore has Σ₃ = +1 only, and its negative-energy states have ⟨γ⁰⟩ = −m/E, while each higher level contains both spin directions. In a higher level the negative-energy projector (1−H/E)/2 gives −(m/2E)tr Σ₃ = 0 for the tensor sum, where Σ₃ is the spin matrix. The lowest level has eB/(2π) states per area, each contributing −m/E:

⟨ψ̄σ^{12}ψ⟩ = −(eB/2π)∫dk/(2π) m/E = −(eBm/4π²)ln(4K²/m²)

for a large cutoff K on |k|. Since F^{12} = −B, the sign and coefficient agree with the covariant result. Diagonalizing the lowest level at eB = 0.3 for masses 1 and 2, and weighting it with eB/(2π) states per area, gives −0.01053 for the difference of ⟨ψ̄σ^{12}ψ⟩/m, as does −(0.3/4π²)ln 4. Here the unit of mass is arbitrary.

The size of these effects can be seen by running from μ₀ = m to μ = 1000m, about 511 MeV for the electron mass. Write L = ln(μ/μ₀) and r = α(μ)/α₀. At ε = 0 the flow of α integrates to

1/α(μ) = 1/α₀ − 2L/(3π).

Dividing the other equations by dα/dL = 2α²/(3π) gives d ln S_R/d ln α = 9/4 for the scalar density S_R, −9/4 for the mass, and −3/4 for the tensor without mixing. With mixing, write T_R(μ) = r^{-3/4}T_R(μ₀) + C m(μ₀)eF. Then

d(r^{3/4}C)/dL = r^{3/4}r^{-9/4}/(2π²) = r^{-3/2}/(2π²).

Using dL = (3π/2α₀)dr/r² and integrating r^{-7/2} from 1 to r,

C = [3/(10πα₀)] r^{-3/4}(1 − r^{-5/2}).

Set α₀ equal to the fine-structure constant; a constant correction to this matching is beyond leading-logarithmic accuracy. With L = 6.9078 and 2/(3π) = 0.21221,

1/α(μ) = 137.036 − 0.21221 × 6.9078 = 135.570,

so r = 137.036/135.570 = 1.0108. The mass falls to r^{-9/4} = 0.976 of its initial value and connected matrix elements of the scalar density are multiplied by r^{9/4} = 1.024. The tensor's own factor is r^{-3/4} = 0.992. The forward matrix element of J_R is 1/r = 0.989 of the unit charge.

The induced tensor coefficient is C = 0.344, close to the single-logarithm value L/(2π²) = 0.350. It carries no factor of α beyond the charge contained in eF, so in an external field the mixing can outweigh the tensor's slow multiplicative running. For m → 0 at fixed eF the mixing term disappears from the flow equation, and −α/(2π) alone governs the tensor at this order. The example omits other leptons, hadrons and higher loops, so at 511 MeV its numbers describe one-lepton QED and are not predictions for experiment. The numerical check checks the loop logarithms, the vacuum response, the Landau-level sum and the integrated flow.

Values computed for the example and the checks

```
Contraction c: scalar, vector, tensor (dimensionless): 4 -2 0
Basic integral at eps=0.01, m^2=4 (dimensionless): 98.6313
Pole plus log for the same case (dimensionless): 98.6137
Loop test: p and m (units of m): 1.0 1.0
Loop test: regulator masses (units of m): 1000 10000
Slopes d/dlnM below are in units of alpha/(2 pi)
xi=0: A, B slopes: 0.0000 3.0000
xi=0: S, V, T12, T14 vertex slopes: 3.0000 0.0000 -1.0000 -1.0000
xi=0: S, V, T12, T14 minus A: 3.0000 0.0000 -1.0000 -1.0000
xi=1: A, B slopes: 1.0000 4.0000
xi=1: S, V, T12, T14 vertex slopes: 4.0000 1.0000 0.0000 0.0000
xi=1: S, V, T12, T14 minus A: 3.0000 -0.0000 -1.0000 -1.0000
xi=3: A, B slopes: 3.0000 6.0000
xi=3: S, V, T12, T14 vertex slopes: 5.9999 3.0000 2.0000 2.0000
xi=3: S, V, T12, T14 minus A: 3.0000 0.0000 -1.0000 -1.0000
Largest vector-minus-A mismatch (alpha/2pi): 2.1e-14
Charge response slope d/dlnK (units of alpha): 0.212205
2/(3 pi) (dimensionless): 0.212207
Response momenta (units of m): 0.5 4.0
Response difference (units of alpha): 0.144214
Polarization formula (units of alpha): 0.144214
Landau test eB (units of m^2): 0.3
Landau test masses (units of m): 1.0 2.0
Largest higher-level tensor sum (dimensionless): 7.8e-16
Tensor/mass difference, levels (m^2): -0.0105346
Tensor/mass difference, formula (m^2): -0.0105346
alpha at mu0=m (dimensionless): 0.007297353
1/alpha at mu0=m (dimensionless): 137.0360
Scale ratio mu/mu0 (dimensionless): 1000
ln(mu/mu0) (dimensionless): 6.907755
Final scale mu (MeV): 510.999
Scalar anomalous dimension at mu0: 0.00348423
Tensor anomalous dimension at mu0: -0.00116141
1/alpha(mu) (dimensionless): 135.5701
r=alpha(mu)/alpha(mu0) (dimensionless): 1.0108126
m(mu)/m(mu0) (dimensionless): 0.9760926
S_R(mu)/S_R(mu0) (dimensionless): 1.0244930
Product of mass and scalar ratios: 1.000000000
Tensor multiplicative ratio (dimensionless): 0.9919665
Induced coefficient of m(mu0) e F (dimensionless): 0.3443596
Its first-log value ln(mu/mu0)/(2 pi^2): 0.3499510
Forward J_R matrix element / unit charge: 0.9893030
```
